# Temporal growth and the steady-state Townsend coefficient of an electron swarm

An electron swarm whose total population grows at \(7.0\times10^7\ \mathrm{s^{-1}}\) while its centre drifts at \(4.0\times10^7\ \mathrm{cm/s}\) seems to grow by \(7.0/4.0=1.75\) e-foldings per centimetre. A steady stream of the same electrons, in the same gas and field, grows by 1.83 per centimetre. The simple ratio is 4.6% below the steady coefficient. The difference comes from longitudinal diffusion, and finding it requires solving a quadratic equation with two positive roots, 1.83 and 38.2 \(\mathrm{cm^{-1}}\). We need to know why the first is the Townsend coefficient and what the second describes.

## Two experiments, one linear equation

Let \(z\) increase along the electron drift, so that the drift velocity is positive. The field and gas are uniform, and the electrons are too dilute to affect either the field or one another. The electron kinetic equation is then linear. Divide the electrons into a finite number of velocity classes with axial velocities \(v_i\) and densities \(f_i(z,t)\):

\[
\frac{\partial f_i}{\partial t}+v_i\frac{\partial f_i}{\partial z}=\sum_j M_{ij}f_j .
\tag{1}
\]

The constant matrix \(M\) contains acceleration, collisions, ionization and attachment. Its off-diagonal elements are not negative, and we assume that each class can be reached from every other. The density is \(n=\sum_i f_i\).

In the first experiment a pulse is released far from electrodes and followed in time. After its velocity distribution has relaxed, its total number \(N(t)\) grows as \(e^{\nu_{\rm eff}t}\), where \(\nu_{\rm eff}\) is the net rate, ionization minus attachment. In the second, a cathode emits steadily and, away from the electrodes, \(n\propto e^{\alpha z}\). This defines the steady-state Townsend coefficient \(\alpha\), also a net quantity.

Both are contained in the modes \(f_i=F_i e^{Kz+st}\) with real \(K\). Substitution in (1) gives

\[
sF_i=\sum_j M_{ij}F_j-Kv_iF_i .
\tag{2}
\]

Let \(s(K)\) be the eigenvalue with the largest real part. It is real, and its left eigenvector \(L_i\) can be chosen positive, because the off-diagonal elements are non-negative and connect all classes. For a steady stream, \(K=\alpha\) and the right side of (2) vanishes. Multiplying it by \(L_i\) and summing gives \(s(\alpha)\sum_iL_iF_i=0\). The populations \(F_i\) are non-negative, so the sum is positive and

\[
s(\alpha)=0 .
\tag{3}
\]

It remains to express \(s(K)\) through quantities measured on the pulse.

## From pulse moments to the growth relation

For a localized pulse, define

\[
\tilde f_i(K,t)=\int_{-\infty}^{\infty}e^{-Kz}f_i(z,t)\,dz,
\qquad \tilde n=\sum_i\tilde f_i .
\tag{4}
\]

Multiply (1) by \(e^{-Kz}\) and integrate. Integration by parts turns the gradient term into \(+Kv_i\tilde f_i\), since the boundary terms vanish for a localized pulse. Hence

\[
\frac{d\tilde f_i}{dt}=\sum_jM_{ij}\tilde f_j-Kv_i\tilde f_i .
\tag{5}
\]

This contains the same matrix as (2). At late times its leading eigenvalue dominates: \(\tilde n\simeq C(K)e^{s(K)t}\), so \(s(K)\) is the late-time value of \(d\ln\tilde n/dt\).

The transform also equals \(N\langle e^{-Kz}\rangle\), where the average is over the pulse. Write \(\bar z\) for the mean position and \(\delta=z-\bar z\). Then

\[
\begin{aligned}
\ln\tilde n
&=\ln N-K\bar z+\ln\!\left(1+\tfrac{K^2}{2}\langle\delta^2\rangle
-\tfrac{K^3}{6}\langle\delta^3\rangle+\cdots\right)\\
&=\ln N-K\bar z+\tfrac{K^2}{2}\langle\delta^2\rangle
-\tfrac{K^3}{6}\langle\delta^3\rangle+O(K^4).
\end{aligned}
\tag{6}
\]

There is no linear term inside the logarithm because \(\langle\delta\rangle=0\), and the square of the quadratic term first enters at order \(K^4\). Now define, at late times,

\[
\nu_{\rm eff}=\frac{d\ln N}{dt},\quad
W=\frac{d\bar z}{dt},\quad
D_L=\frac12\frac{d\langle\delta^2\rangle}{dt},\quad
Q=\frac16\frac{d\langle\delta^3\rangle}{dt}.
\tag{7}
\]

Here \(W\) and \(D_L\) are the bulk drift velocity and bulk longitudinal diffusion coefficient. Differentiating (6) in time gives

\[
s(K)=\nu_{\rm eff}-WK+D_LK^2-QK^3+O(K^4).
\tag{8}
\]

Put \(K=\alpha\), use (3), and move the other terms across:

\[
\boxed{\nu_{\rm eff}=\alpha W-\alpha^2D_L+Q\alpha^3+O(\alpha^4)} .
\tag{9}
\]

The required relation is the truncation

\[
\nu_{\rm eff}=\alpha W-\alpha^2D_L .
\tag{10}
\]

It holds for weak spatial growth, with an error of order \(\alpha^3\). Stopping (8) at \(K^2\) is equivalent to adopting the drift-diffusion equation

\[
\frac{\partial n}{\partial t}=\nu_{\rm eff}n-W\frac{\partial n}{\partial z}
+D_L\frac{\partial^2n}{\partial z^2},
\tag{11}
\]

because \(n=e^{Kz+st}\) in (11) reproduces the first three terms of (8). Within that fluid model, (10) has no remainder.

The minus sign has a direct reading. For \(\alpha>0\) the steady stream is denser downstream, so diffusion acts upstream, against the drift. In (11) the effective transport velocity is \(W-\alpha D_L\), and steady growth requires \(\alpha(W-\alpha D_L)=\nu_{\rm eff}\). Slower transport gives more multiplication per unit length, so \(\alpha\) exceeds \(\nu_{\rm eff}/W\).

## Why the coefficients must be bulk coefficients

The velocity \(W\) in (7) is the speed of the pulse's centre, which can differ from the mean velocity of its electrons. If ionization is stronger at the front, new electrons appear there and advance the centre without any electron having to move there. To separate the effects, write particle balance as \(\partial n/\partial t+\partial\Gamma/\partial z=S\), and expand both flux and source in gradients:

\[
\Gamma=W_Fn-D_F\frac{\partial n}{\partial z},\qquad
S=\nu_{\rm eff}n-S_1\frac{\partial n}{\partial z}+S_2\frac{\partial^2n}{\partial z^2}.
\tag{12}
\]

The subscript \(F\) marks flux coefficients. Inserting (12) in the balance and comparing with (11) gives

\[
W=W_F+S_1,\qquad D_L=D_F+S_2 .
\tag{13}
\]

Replacing \(W\) by \(W_F\) in (10) therefore changes the inferred rate by \(-\alpha S_1\), a reduction when \(\alpha\) and \(S_1\) have the same sign. The source corrections come from ionization and attachment, so when these are weak compared with the other collisions, \(S_1\) is proportional to their strength to leading order. When that strength is comparable with the net growth rate, \(S_1=O(\alpha)\) and the error is \(O(\alpha^2)\), the same order as the diffusion correction. If ionization and attachment are individually strong but nearly cancel, \(S_1\) need not be small with \(\alpha\), and the error can be of first order.

The source in a steady stream also differs from that in the whole pulse. With \(n\propto e^{\alpha z}\), (12) gives a source frequency

\[
\nu_{\rm st}=\frac{S}{n}=\nu_{\rm eff}-\alpha S_1+\alpha^2S_2 .
\tag{14}
\]

Steady particle balance equates this to \(\alpha\Gamma/n\), that is, to \(\alpha\) times the mean electron velocity in the stream. Thus \(\nu_{\rm eff}\) in (10) is the growth rate of the released swarm, not the local ionization frequency of the steady stream.

## The two roots

Write (10) as \(D_L\alpha^2-W\alpha+\nu_{\rm eff}=0\). Its roots are

\[
\alpha_\pm=\frac{W\pm R}{2D_L},\qquad
R=\sqrt{W^2-4\nu_{\rm eff}D_L}.
\tag{15}
\]

As \(D_L\to0\) at fixed \(W\) and \(\nu_{\rm eff}\), the lower root takes the form \(0/0\). Multiplying its numerator and denominator by \(W+R\), and using \(W^2-R^2=4\nu_{\rm eff}D_L\), removes the difficulty:

\[
\alpha_-=\frac{2\nu_{\rm eff}}{W+R}\;\longrightarrow\;\frac{\nu_{\rm eff}}{W}.
\tag{16}
\]

This is the surviving root. The sum of the roots is \(W/D_L\), so the other is

\[
\alpha_+=\frac{W}{D_L}-\alpha_-\;\longrightarrow\;\infty .
\tag{17}
\]

The approach to the limit is governed by \(\varepsilon=\nu_{\rm eff}D_L/W^2\). Since \(R=W\sqrt{1-4\varepsilon}=W(1-2\varepsilon-2\varepsilon^2-4\varepsilon^3-\cdots)\), (15) gives

\[
\alpha_-=\frac{W}{2D_L}\left(2\varepsilon+2\varepsilon^2+4\varepsilon^3+\cdots\right)
=\frac{\nu_{\rm eff}}{W}\left(1+\varepsilon+2\varepsilon^2+\cdots\right).
\tag{18}
\]

The roots express different balances. At \(\alpha_-\), small diffusion corrects a balance between drift and growth. At \(\alpha_+\), drift is balanced mainly by diffusion, and growth is the correction. Removing diffusion lowers the differential equation from second to first order and removes the second balance.

The same choice applies when attachment dominates. For \(\nu_{\rm eff}<0\), (16) gives \(\alpha_-<0\), a stream decaying downstream, while \(\alpha_+\) remains positive. For \(\nu_{\rm eff}=0\) the roots are 0 and \(W/D_L\).

## What selects the lower root in a gap

A vanishing-diffusion limit identifies a root, but at finite diffusion the selection comes from the direction in which information travels. Let \(n=e^{\alpha z}g(z,t)\), where \(\alpha\) is either root. The derivatives are

\[
\frac{\partial n}{\partial z}=e^{\alpha z}(g'+\alpha g),\qquad
\frac{\partial^2n}{\partial z^2}=e^{\alpha z}(g''+2\alpha g'+\alpha^2g).
\tag{19}
\]

In (11) the terms proportional to \(g\) cancel by (10), leaving

\[
\frac{\partial g}{\partial t}=-(W-2D_L\alpha)g'+D_Lg'' .
\tag{20}
\]

By (15), \(W-2D_L\alpha_\pm=\mp R\). A change in the amplitude of the \(\alpha_-\) stream moves downstream at speed \(R\), so a cathode can establish it. A change in the \(\alpha_+\) solution moves upstream at speed \(R\), so it must be imposed from the anode side.

Consider a source that fixes \(n(0)=n_0\) and an idealized absorbing anode with \(n(L)=0\). The steady solution is \(Ae^{\alpha_-z}+Be^{\alpha_+z}\). The anode condition gives \(B=-Ae^{-(\alpha_+-\alpha_-)L}\), and hence

\[
n=Ae^{\alpha_-z}\left[1-e^{-(\alpha_+-\alpha_-)(L-z)}\right],\qquad
A=\frac{n_0}{1-e^{-(\alpha_+-\alpha_-)L}} .
\tag{21}
\]

The lower root controls the interior. The upper root enters in a layer of thickness \(\ell=1/(\alpha_+-\alpha_-)=D_L/R\) at the anode. As \(D_L\to0\), this thickness tends to zero as \(D_L/W\).

## When a steady exponential no longer exists

The roots are real if \(\nu_{\rm eff}\le W^2/(4D_L)\), or \(\varepsilon\le1/4\). At equality they merge at \(W/(2D_L)=2\nu_{\rm eff}/W\), so within (11) diffusion can at most double the coefficient relative to \(\nu_{\rm eff}/W\). Higher gradients may no longer be negligible there.

To see what happens physically, find the free growth rate \(\lambda\) of density between two absorbing boundaries. Put \(n=e^{Wz/(2D_L)}\phi(z)e^{\lambda t}\) in (11). With \(a=W/(2D_L)\), the coefficient of \(\phi'\) is \(2aD_L-W=0\), and that of \(\phi\) is \(\nu_{\rm eff}-Wa+D_La^2=\nu_{\rm eff}-W^2/(4D_L)\). Thus

\[
\lambda\phi=D_L\phi''+\left(\nu_{\rm eff}-\frac{W^2}{4D_L}\right)\phi .
\tag{22}
\]

The slowest-decaying, or fastest-growing, solution that vanishes at both ends is \(\phi=\sin(\pi z/L)\), with

\[
\lambda_0=\nu_{\rm eff}-\frac{W^2}{4D_L}-\frac{\pi^2D_L}{L^2}.
\tag{23}
\]

If \(\lambda_0<0\), disturbances decay and a driven steady state is reached. If \(\lambda_0>0\), growth in place outruns removal by drift and diffusion. In a finite gap there is a narrow range above \(W^2/(4D_L)\) where \(\lambda_0\) is still negative: the steady state exists, but the roots are complex and its profile has no exponential interior. For a long gap this range closes. Equation (23) contains no electron emission by returning ions, which can cause breakdown well below this threshold.

## Numerical example

Take \(W=4.0\times10^7\ \mathrm{cm/s}\), \(D_L=1.0\times10^6\ \mathrm{cm^2/s}\), \(\nu_{\rm eff}=7.0\times10^7\ \mathrm{s^{-1}}\) and a gap of 1 cm. Then

\[
R=\sqrt{1.6\times10^{15}-2.8\times10^{14}}\ \mathrm{cm/s}
=3.633\times10^7\ \mathrm{cm/s},
\]

\[
\alpha_-=\frac{1.4\times10^8}{4.0\times10^7+3.633\times10^7}\ \mathrm{cm^{-1}}
=1.834\ \mathrm{cm^{-1}},
\qquad
\alpha_+=40-1.834=38.17\ \mathrm{cm^{-1}} .
\]

In (10), the drift term is \(7.336\times10^7\ \mathrm{s^{-1}}\) and the diffusion term \(0.336\times10^7\ \mathrm{s^{-1}}\); their difference returns the input. Here \(\varepsilon=0.044\), which accounts for most of the 4.8% by which \(\alpha_-\) exceeds \(\nu_{\rm eff}/W\). The opening figure of 4.6% is the same difference relative to \(\alpha_-\).

Reducing \(D_L\) a hundredfold, with \(W\) and \(\nu_{\rm eff}\) fixed, moves the lower root to 1.751 \(\mathrm{cm^{-1}}\) and the upper to 3998 \(\mathrm{cm^{-1}}\), as (16) and (17) require.

At the original \(D_L\), the anode layer is 0.028 cm thick. A finite-difference solution of the steady gap problem with 4000 cells tests (21). Its growth exponent between \(z=0.2\) and 0.4 cm is 1.834 \(\mathrm{cm^{-1}}\), and the density deficit between 0.90 and 0.95 cm gives 38.17 \(\mathrm{cm^{-1}}\) for the upper root. The steady state is far from the threshold \(W^2/(4D_L)=4.0\times10^8\ \mathrm{s^{-1}}\): both (23) and a finite-difference spectrum with 800 cells give \(\lambda_0=-3.40\times10^8\ \mathrm{s^{-1}}\).

## Sizing the omitted gradients

The fluid equation cannot estimate its own missing terms. A four-class version of (1) can. Electrons move forward or backward along the axis at speed \(u\) (slow) or \(3u\) (fast). In units of \(1/\tau\), the transition rates are:

- slow forward to slow backward, 1; to fast forward, 1;
- slow backward to slow forward, 2;
- fast forward to fast backward, 1; to each slow class, 0.5;
- fast backward to fast forward, 2; to slow backward, 1.

A fast electron ionizes at rate \(k\) and is replaced by two slow ones, one in each direction. Pulse moments give the coefficients (7), while the steady form of (2) gives \(\alpha\) separately.

For weak ionization, \(k=0.002/\tau\), one finds \(\alpha=1.185\times10^{-3}/(u\tau)\). The error of (10) is \(2.93\times10^{-10}/\tau\), which is 0.9998 times \(Q\alpha^3\). This tests the remainder in (9). Using \(W_F\) instead of \(W\), with bulk \(D_L\) retained, raises the error to \(6.15\times10^{-7}/\tau\).

Now choose \(u=6.6396\times10^7\ \mathrm{cm/s}\), \(\tau=2.3226\times10^{-10}\ \mathrm{s}\) and \(k=2.0468\times10^8\ \mathrm{s^{-1}}\), which reproduce the example's \(W\), \(D_L\) and \(\nu_{\rm eff}\). The kinetic coefficient is 1.8337 \(\mathrm{cm^{-1}}\), and the quadratic result is 0.02% higher. The cubic term is likewise 0.02% of \(\nu_{\rm eff}\). That smallness belongs to this set of rates; another gas could have a larger \(Q\).

The bulk-flux distinction matters more. The flux drift is 2.0% below \(W\), and using it in (10) gives \(6.86\times10^7\ \mathrm{s^{-1}}\), 2.1% below the true rate of the model. The ionization frequency in its steady stream is also \(6.86\times10^7\ \mathrm{s^{-1}}\), lower than \(\nu_{\rm eff}\) mainly through the term \(-\alpha S_1\) in (14).

The upper kinetic root is 39.6 \(\mathrm{cm^{-1}}\); the quadratic value is 3.6% lower. This root does not become small when growth is weak, so the gradient expansion has no small parameter supplied by \(\nu_{\rm eff}\) there. The fluid anode layer is less than twice \(u\tau=0.015\ \mathrm{cm}\), and its detailed profile should not be trusted.

## Relation to a real gas gap

The inputs have the rough size expected for \(\mathrm{CO_2}\) at 1 Torr, 300 K and a reduced field of 600 Td, or 193 V/cm. They are round values, not measurements, and the four-class model is not a \(\mathrm{CO_2}\) cross-section calculation. Such a reduced field is high for the bulk of a processing plasma and belongs rather to breakdown or sheath conditions. The assumption most visibly broken in the 1 cm gap is that the swarm is relaxed from the cathode onward. With a rough ionization energy of 14 eV, an electron starting at rest needs at least \(14/193=0.073\) cm to gain that energy. If growth were absent over this distance and normal afterwards, this alone would make a coefficient obtained from the total gain over the full gap about 7% too low, more than the diffusion correction. The absorbing anode in (21) would lower it by roughly a further 3%. That figure depends on the condition \(n(L)=0\) and on a layer the fluid equation does not resolve; in the four-class model, with no electrons returning from the anode, the loss is about half as large. The exponent should be taken from the relaxed interior. In a sheath, where the field changes over the distance electrons need to relax, a local \(\alpha\) may itself fail.

The other neglected effects are smaller than that of the onset distance for this case:

- **Gas temperature.** The thermal energy is 0.026 eV, against a characteristic energy \(eD_LE/W=4.8\) eV.
- **Space charge.** Continuing the interior exponential across the whole gap gives a gain of \(e^{1.834}=6.26\), about 5% above the current gain with the absorbing anode of (21), so it serves here as an upper estimate. For a chosen cathode current density of 1 nA/cm² and a rough ion drift of \(2\times10^5\ \mathrm{cm/s}\), letting every ion cross the whole gap bounds the ion field by 0.30 V/cm, or 0.15% of the applied field. This bound scales with current, so it does not cover an established discharge.
- **Secondary emission.** With a chosen yield of 0.01 electron per ion, the same upper estimate of the gain gives a feedback product of \(0.01(6.26-1)=0.053\). It is below one, so the current stays externally driven. Feedback changes the amplitude of the stream but not its interior exponent in this linear model.

Changing the pressure at fixed reduced field does not remove the diffusion correction. If two-body collisions with the gas dominate, \(\nu_{\rm eff}\) is proportional to gas density, \(D_L\) is inversely proportional to it, and \(W\) is unchanged. The parameter \(\varepsilon\), and with it the relative correction in (18), then stays the same.

## Computed results

```
Weak test: alpha = 1.185328e-03 (model units)
Weak test: residual/(Q alpha^3) = 0.9998
Weak test: bulk residual = 2.926e-10 (model units)
Weak test: flux residual = 6.152e-07 (model units)
Input W = 4.000e+07 cm/s
Input D_L = 1.000e+06 cm2/s
Input nu_eff = 7.000e+07 1/s
Gap = 1.00 cm; pressure = 1.0 Torr
Gas temperature = 300 K; E/N = 600 Td
nu_eff D_L/W^2 = 0.04375
Square root term = 3.63318e+07 cm/s
alpha_minus = 1.83410 1/cm
alpha_plus = 38.1659 1/cm
nu_eff/W = 1.75000 1/cm
Error of nu_eff/W = -4.59 %
alpha_minus W = 7.33639e+07 1/s
alpha_minus^2 D_L = 3.36392e+06 1/s
D_L = 1.0e+06 cm2/s: roots 1.83410, 38.166 1/cm
D_L = 1.0e+05 cm2/s: roots 1.75772, 398.242 1/cm
D_L = 1.0e+04 cm2/s: roots 1.75077, 3998.249 1/cm
Gap solution: interior exponent = 1.83410 1/cm
Gap solution: anode-layer exponent = 38.1662 1/cm
Anode layer thickness = 0.02752 cm
Threshold W^2/(4 D_L) = 4.0000e+08 1/s
Gap leading rate, numerical = -3.39929e+08 1/s
Gap leading rate, formula = -3.39870e+08 1/s
Kinetic slow axial speed = 6.6396e+07 cm/s
Kinetic fast axial speed = 1.9919e+08 cm/s
Kinetic time unit = 2.3226e-10 s
Kinetic fast-electron ionization = 2.0468e+08 1/s
Kinetic alpha, small root = 1.83368 1/cm
Kinetic alpha, large root = 39.6116 1/cm
Quadratic alpha error = 0.0228 %
Third-order coefficient Q = 2.4818e+03 cm3/s
Q alpha^3/nu_eff = 0.0219 %
Kinetic flux drift = 3.92189e+07 cm/s
Bulk minus flux drift = 1.953 % of W
nu from bulk W = 6.99848e+07 1/s
nu from flux W (bulk D_L) = 6.85526e+07 1/s
Steady-stream mean velocity = 3.74090e+07 cm/s
Steady-stream ionization frequency = 6.85961e+07 1/s
Electric field = 193.13 V/cm
Rough ionization energy = 14 eV
Cathode onset length = 0.0725 cm
Gas thermal energy = 0.02585 eV
Longitudinal characteristic energy = 4.828 eV
Electron gain exp(alpha gap) = 6.2595
Chosen cathode current = 1.0e-09 A/cm2
Rough ion drift = 2.0e+05 cm/s
Space-charge field bound = 0.2970 V/cm
Space-charge field/applied field = 0.154 %
Chosen secondary yield = 0.010 electrons per ion
Secondary feedback product = 0.0526
```
